# Warburg Impedance of a Reversible Metal-Ion Electrode

A flat metal electrode M in contact with its ion $M^{z+}$, of bulk concentration $c_0$ and diffusivity $D$, has for fast charge transfer and an unbounded stagnant solution the impedance per unit area

$$Z_W=\frac{RT}{z^2F^2c_0\sqrt{i\omega D}}=\frac{\sigma}{\sqrt\omega}(1-i),\qquad \sigma=\frac{RT}{z^2F^2c_0\sqrt{2D}}. \tag{1}$$

Its real part equals its negative imaginary part at every frequency. If the concentration is instead held at $c_0$ at a distance $L$ from the metal, the impedance is

$$Z_D=R_D\,\frac{\tanh s}{s},\qquad R_D=\frac{RTL}{z^2F^2c_0D},\qquad s=L\sqrt{\frac{i\omega}{D}}, \tag{2}$$

and the two parts become equal when $\omega\gg D/L^2$. "High frequency" therefore means high compared with the rate of diffusion across the layer. The equality belongs to the diffusion impedance; a measured impedance also contains the solution resistance, the charge-transfer resistance and the double-layer capacitance, which are added below.

## The surface conditions

The electrode is at rest at its equilibrium potential, without dc current, so the undisturbed concentration is $c_0$ everywhere. Excess supporting electrolyte suppresses migration and keeps the activity coefficients constant. The metal is pure and has unit activity. A small alternating signal is applied, and each varying quantity is the real part of a complex amplitude times $e^{i\omega t}$. The amplitudes are $V$ for the potential, $J$ for the current density and $u(x)$ for the concentration, with $x$ measured from the metal into the solution. Anodic current, which dissolves metal, is positive.

Fast charge transfer means that the surface concentration $c_s$ obeys the Nernst law at each instant:

$$E=E_{\rm eq}+\frac{RT}{zF}\ln\frac{c_s}{c_0}. \tag{3}$$

With $c_s=c_0+\Delta c$ and $|\Delta c|\ll c_0$, the logarithm is $\Delta c/c_0$ to first order, so

$$V=\frac{RT}{zF}\,\frac{u(0)}{c_0}. \tag{4}$$

Each dissolved ion leaves $z$ electrons in the metal. The ion flux into the solution is therefore $N=J/(zF)$, and Fick's law gives

$$J=zFN=-zFD\,u'(0). \tag{5}$$

Dividing (4) by (5) gives the impedance in terms of the concentration wave alone:

$$Z=\frac VJ=\frac{RT}{z^2F^2c_0}\;\frac{u(0)}{-D\,u'(0)}. \tag{6}$$

One factor of $z$ comes from the Nernst law and the other from Faraday's law.

## The half-space

In the diffusion equation $\partial c/\partial t=D\,\partial^2c/\partial x^2$ the time derivative becomes a factor $i\omega$:

$$u''=q^2u,\qquad q^2=\frac{i\omega}{D}. \tag{7}$$

Since $\sqrt i=(1+i)/\sqrt2$, the root with positive real part is

$$q=\frac{1+i}{\ell},\qquad \ell=\sqrt{\frac{2D}{\omega}}. \tag{8}$$

In an unbounded solution the disturbance must vanish far away, which leaves $u=u(0)e^{-qx}$. The wave falls by a factor $e$ over the depth $\ell$. Its slope at the metal is $u'(0)=-q\,u(0)$, and (6) becomes

$$Z_W=\frac{RT}{z^2F^2c_0\,Dq}. \tag{9}$$

Here $Dq=\sqrt{i\omega D}$, which is the first form of (1). For the second form, $1/\sqrt i=(1-i)/\sqrt2$.

The potential lags the current by 45°, or one eighth of a period. The mathematical origin is the single time derivative balanced by two space derivatives: the slope at the surface carries one factor of $q$, the square root of $i\omega/D$, and so half the 90° phase of a pure time derivative.

## Why the two parts are equal

The phase also has a physical reading as a balance between dissipation and storage. Multiply (7) by $D$ and by the complex conjugate $u^*$, then integrate from the metal to an outer boundary where $u=0$. The boundary may lie at $L$ or at infinity. Integration by parts gives

$$\int u^*Du''\,dx=-D\,u^*(0)u'(0)-D\int|u'|^2dx .$$

The boundary term is $N u^*(0)$, and the left side equals $i\omega\int|u|^2dx$. Hence

$$N\,u^*(0)=D\int|u'|^2dx+i\omega\int|u|^2dx. \tag{10}$$

By (6), $Z$ is a positive constant times $u(0)/N=|u(0)|^2/[N u^*(0)]$. Inverting a complex number reverses the sign of its phase, so

$$-\frac{\operatorname{Im}Z}{\operatorname{Re}Z}=\frac{\omega\int|u|^2dx}{D\int|u'|^2dx}. \tag{11}$$

To see that the denominator is dissipation, form the mean electrical power per area, $\tfrac12\operatorname{Re}(VJ^*)$. With (4), (5) and (10) it is $(RT/2c_0)\,D\int|u'|^2dx$, the free energy lost as ions diffuse down their gradient. With the same factor $RT/2c_0$, the numerator is $2\omega$ times the mean free energy stored in the concentration disturbance. Only part of the stored energy returns to the circuit within the cycle; diffusion dissipates the rest.

For a single decaying wave $u'=-qu$, so at every point

$$D|u'|^2=D|q|^2|u|^2=\omega|u|^2. \tag{12}$$

Dissipation and storage then balance locally, the ratio (11) is one, and the real and negative imaginary parts are equal. A second wave disturbs this local balance, although the two integrals in (11) can still be equal at particular frequencies.

## The finite layer

A stirred solution can be represented approximately by a stagnant film of thickness $L$ with $u(L)=0$. The solution of (7) is then

$$u(x)=u(0)\,\frac{\sinh q(L-x)}{\sinh qL}. \tag{13}$$

It contains the outgoing wave $e^{-qx}$ and a wave $e^{qx}$ returned by the outer edge. Its slope at the metal is $u'(0)=-q\,u(0)\coth qL$. Inserting this in (6) gives

$$Z_D=\frac{RT}{z^2F^2c_0D}\,\frac{\tanh qL}{q},$$

which is (2) with $s=qL$.

To separate the parts, write $s=(1+i)a$ with $a=L/\ell$. Multiply the numerator and denominator of $\tanh s=\sinh s/\cosh s$ by $\cosh s^*$. The product formulas give

$$\sinh s\cosh s^*=\tfrac12[\sinh(s+s^*)+\sinh(s-s^*)]=\tfrac12(\sinh2a+i\sin2a),$$

$$\cosh s\cosh s^*=\tfrac12(\cosh2a+\cos2a).$$

With $1/s=(1-i)/(2a)$ the result is

$$\frac{Z_D}{R_D}=\frac{(\sinh2a+\sin2a)-i(\sinh2a-\sin2a)}{2a(\cosh2a+\cos2a)}, \tag{14}$$

and therefore

$$-\frac{\operatorname{Im}Z_D}{\operatorname{Re}Z_D}=\frac{1-h}{1+h},\qquad h=\frac{\sin2a}{\sinh2a}. \tag{15}$$

**High frequency.** For $a\gg1$, $\sinh2a\approx\tfrac12e^{2a}$, and the ratio is approximately $1-4e^{-2a}\sin2a$. The exponential is the loss of amplitude on the way to the outer edge and back, a path of $2L$. Once the wave dies before it returns, the electrode cannot sense the edge. In the same limit $\tanh s\to1$ and $Z_D\to R_D/s$, which is $Z_W$: the thickness cancels.

The approach to one is not monotonic. The ratio first reaches one at $2a=\pi$ and then exceeds it, because $\sin2a$ turns negative. Setting the derivative of $h$ to zero gives $\tan2a=\tanh2a$, whose root between $\pi$ and $2\pi$ lies close to $5\pi/4$. There the ratio is largest, about 1.057.

**Low frequency.** For small $s$, $\sinh s\approx s+s^3/6$ and $\cosh s\approx1+s^2/2$. Hence $\tanh s/s\approx1-s^2/3$, and

$$Z_D\approx R_D\left(1-\frac{i\omega L^2}{3D}\right). \tag{16}$$

The layer is now nearly a resistor. Equation (11) gives the same ratio: the profile is the straight line $u(0)(1-x/L)$, for which $\int|u|^2dx=|u(0)|^2L/3$ and $\int|u'|^2dx=|u(0)|^2/L$.

## Kinetics, double layer and solution resistance

For finite exchange current density $j_0$, take a one-step reaction with overpotential $\eta=E-E_{\rm eq}$ and transfer coefficient $\alpha$:

$$j=j_0\left[e^{(1-\alpha)zF\eta/RT}-\frac{c_s}{c_0}e^{-\alpha zF\eta/RT}\right]. \tag{17}$$

The anodic term has no concentration factor because the metal has unit activity. To first order the two exponentials contribute $(1-\alpha)+\alpha=1$ times $zFV/RT$, so $J/j_0=zFV/RT-u(0)/c_0$. Solving for $V$,

$$V=R_{ct}J+\frac{RT}{zF}\frac{u(0)}{c_0},\qquad R_{ct}=\frac{RT}{zFj_0}. \tag{18}$$

The second term is the Nernst response (4). Kinetics thus add $R_{ct}$ in series with the diffusion impedance, and the reversible limit requires $R_{ct}\ll|Z_D|$.

Let the double layer, of capacitance $C$ per area, take its charging current in parallel with the reaction. With a solution resistance $R_u$ in series, the total is

$$Z_{\rm tot}=R_u+\left[i\omega C+\frac1{R_{ct}+Z_D}\right]^{-1}. \tag{19}$$

In the Warburg region put $Z_D=A(1-i)$ with $A=\sigma/\sqrt\omega$, and treat the two interfacial corrections to first order. The resistance changes the real part from $A$ to $A+R_{ct}$ and lowers the ratio by $R_{ct}/A$. The capacitance multiplies $Z_W$ by $1-i\omega CZ_W=1-\omega CA(1+i)$. Since $(1-i)(1+i)=2$, the product is $A(1-2\omega CA-i)$, and the ratio rises by $2\omega CA$. Together, for the impedance without $R_u$,

$$-\frac{\operatorname{Im}Z}{\operatorname{Re}Z}\approx1-\frac{R_{ct}\sqrt\omega}{\sigma}+2C\sigma\sqrt\omega. \tag{20}$$

Both terms grow as $\sqrt\omega$, so the range of near-equality generally has an upper frequency limit as well as a lower one. Setting the two parts of (19) without $R_u$ equal gives $\omega C[(R_{ct}+A)^2+A^2]=R_{ct}$. The left side rises with frequency from $2C\sigma^2$, so if the kinetic term in (20) is the larger, the ratio first falls below one and then passes through one at a single higher frequency.

A series resistance spoils the equality but not the slope. If the capacitance is negligible, $\operatorname{Re}Z_{\rm tot}=R_u+R_{ct}+A$ and $-\operatorname{Im}Z_{\rm tot}=A$. Eliminating $A$,

$$-\operatorname{Im}Z_{\rm tot}=\operatorname{Re}Z_{\rm tot}-(R_u+R_{ct}). \tag{21}$$

In the complex plane this is a 45° line displaced along the real axis.

## Silver in dilute nitrate

Silver is a suitable case because its exchange with $\mathrm{Ag}^+$ is fast. On solid silver, surface diffusion of adatoms and their incorporation into the lattice can add a further impedance, which the model omits. Take 1.0 mM $\mathrm{Ag}^+$ in 1 M supporting nitrate at 298.15 K, with the rough values $D=1.6\times10^{-5}$ cm²/s, $L=100$ µm, $j_0=0.1$ A/cm², $C=30$ µF/cm² and conductivity $\kappa=0.1$ S/cm over a 1 cm gap.

With $RT/F=25.693$ mV, $c_0=10^{-6}$ mol/cm³ and $z=1$,

$$\sigma=\frac{0.025693\ \mathrm V}{Fc_0\sqrt{2D}}=47.1\ \Omega\,\mathrm{cm^2\,s^{-1/2}},\qquad R_D=\frac{(0.025693\ \mathrm V)L}{Fc_0D}=166\ \Omega\,\mathrm{cm^2}.$$

The diffusion rate is $D/L^2=0.160$ rad/s, or 0.0255 Hz. Equation (2) then gives, with impedances in Ω cm²:

| $f$ (Hz) | $\ell$ (µm) | Re $Z_D$ | −Im $Z_D$ | ratio |
|---|---|---|---|---|
| 0.01 | 226 | 163.1 | 21.3 | 0.130 |
| 0.03 | 130 | 141.3 | 53.4 | 0.378 |
| 0.1 | 71 | 69.2 | 63.8 | 0.922 |
| 1 | 22.6 | 18.79 | 18.78 | 1.000 |
| 10 | 7.1 | 5.94 | 5.94 | 1.000 |

At 0.01 Hz the wave would reach well beyond the layer, and the response is mainly resistive. At 1 Hz it falls by a factor $e$ within a quarter of the layer, so almost nothing returns from the outer edge, and both parts agree to within 0.01 Ω cm² with the half-space value $47.07/\sqrt{2\pi}=18.78$ Ω cm². The largest ratio, 1.057, falls at 0.196 Hz; above 0.395 Hz the ratio stays within 1% of one. At 0.03 Hz, a finite-difference solution of (7) gives 0.378 for the storage-to-dissipation ratio in (11), in agreement with the table.

The interface sets the upper limit. Here $R_{ct}=0.025693/0.1=0.257$ Ω cm². At 1 Hz the kinetic and double-layer terms in (20) are 0.014 and 0.007. They have opposite signs, and the ratio from (19) without $R_u$ is 0.993. At 100 Hz the terms have grown to 0.137 and 0.071, and the ratio is 0.951. Part of this closeness to one is cancellation between two larger effects.

The solution resistance matters far more: $R_u=(1\ \mathrm{cm})/(0.1\ \mathrm{S/cm})=10$ Ω cm². At 1 Hz the total impedance has real part 28.91 and negative imaginary part 18.78 Ω cm², a ratio of 0.65. At 10 Hz the parts are 16.06 and 5.94 Ω cm². The slope between these points is

$$\frac{18.782-5.943}{28.909-16.058}=0.999,$$

so the 45° line survives over this range although the equality does not. Its intercept, $28.91-18.78=10.13$ Ω cm², is not $R_u+R_{ct}=10.26$ Ω cm²: the capacitance lowers the real part by $2\omega CA^2=2C\sigma^2=0.13$ Ω cm², half of $R_{ct}$, so (21) cannot be used here to read $R_{ct}$. At higher frequency the line bends; near 1 kHz the local slope is 0.88.

## Finite amplitude

The diffusion equation is linear, but the Nernst law is not. For an applied potential $E-E_{\rm eq}=E_a\sin\omega t$, (3) gives $c_s/c_0=e^{y\sin\omega t}$ with $y=zFE_a/RT$. The coefficient of $\sin\omega t$ in this function is

$$\frac1\pi\int_0^{2\pi}e^{y\sin\theta}\sin\theta\,d\theta=2I_1(y), \tag{22}$$

where $I_1$ is the modified Bessel function. The linear theory has $y$ in its place. The current at the driving frequency is therefore larger by $2I_1(y)/y\approx1+y^2/8$, and the apparent impedance is smaller by the same factor, with no change of phase.

For $E_a=5$ mV and $z=1$ the factor is 1.0047. A time-stepping solution of the diffusion equation in the film, driven through the full Nernst law at 1 Hz until the transient had died away, gives 18.70 and 18.69 Ω cm² for the two parts. Formula (2) divided by 1.0047 gives the same values to within 0.01 Ω cm². Repeating the calculation with $z=2$ and all other inputs fixed gives 4.61 Ω cm² for both parts. This is the fourfold reduction from $z^2$, together with a larger amplitude factor of 1.019. These results assume that the sine wave is imposed on the interface itself. If 5 mV at 1 Hz is applied across the interface and the 10 Ω cm² solution resistance of the silver cell together, the factor for the total impedance is only 1.001, with a phase shift of about 0.04°.

## Convection in place of a stagnant film

A stirred liquid has no sharp outer edge at which the concentration becomes fixed. Near a rotating disk the normal velocity is $-Bx^2$ to leading order in $x$, directed toward the metal, and (7) becomes

$$u''+\frac BDx^2u'-q^2u=0. \tag{23}$$

At zero frequency $u'\propto e^{-Bx^3/3D}$. Integrating this slope gives the equivalent thickness $L=(3D/B)^{1/3}\,\Gamma(4/3)$, which fixes $B$ when the disk and the film are compared at equal dc resistance.

At high frequency, multiply (23) by $e^{-qx}$ and integrate from zero to infinity. Two integrations by parts turn the first term into $-u'(0)-q\,u(0)+q^2\int e^{-qx}u\,dx$. The last integral cancels against the $q^2$ term of (23), leaving

$$-u'(0)=q\,u(0)-\frac BD\int_0^\infty x^2e^{-qx}u'\,dx. \tag{24}$$

In the small last term use the undisturbed wave, $u'=-q\,u(0)e^{-qx}$. Since $\int_0^\infty x^2e^{-2qx}dx=2/(2q)^3=1/(4q^3)$,

$$-u'(0)\approx q\,u(0)(1+\epsilon),\qquad \epsilon=\frac{B}{4Dq^3},\qquad Z\approx\frac{Z_W}{1+\epsilon}. \tag{25}$$

The correction falls as $\omega^{-3/2}$, a power law, whereas the film approaches the Warburg form exponentially. The reason is that the flow acts inside the wave itself, weakly because its speed vanishes as $x^2$ at the metal, while the film edge acts through a returned wave.

At 1 Hz, $|\epsilon|=0.0022$. The phase of $q^{-3}$ is −135°, so $1/(1+\epsilon)\approx1+|\epsilon|(1+i)/\sqrt2$. This turns the phase of $Z$ toward zero by $|\epsilon|/\sqrt2$ and lowers the ratio by $\sqrt2|\epsilon|=0.003$. A finite-difference solution of (23) gives a ratio of 0.997, as expected.

Nearer the lower limit the two models differ more. At 0.2 Hz, close to the film's maximum, the disk ratio is 0.967. The overshoot found for the film is thus absent from the disk at that frequency and should not be expected as a general sign of diffusion. At 0.1 Hz the disk impedance is 5.6% smaller in magnitude than that of the film. These values use only the $x^2$ term of the flow. In water (kinematic viscosity 0.01 cm²/s) the thickness of 100 µm corresponds to a slow rotation of about 35 rpm, and the full disk flow at equal dc resistance changes 0.967 to 0.963 and 5.6% to 5.9%, while the ratio at 1 Hz stays 0.997.

## The model beside a real cell

The solution described is a dilute laboratory electrolyte. A plating bath may hold complexed silver at much higher concentration, where neither these parameters nor the simple ion need apply. The trend with concentration follows from (1): at fixed $D$ and with the supporting electrolyte still in excess, raising $c_0$ from 1 mM to 0.1 M lowers the Warburg impedance at 1 Hz from about 19 to 0.19 Ω cm² in each part, far below a solution resistance of 10 Ω cm². Each part is then only about 2% of that resistance. With 1 M support the excess at 0.1 M is only tenfold: silver then carries about 5% of the bulk current, and migration lowers both parts equally by roughly 6%, to about 0.18 Ω cm².

Of the effects sized here at 1 Hz, the neglected solution resistance moves the ratio most, from 1.00 to 0.65; it must be subtracted before the parts are compared. The exchange current density is an uncertain input, since it depends on the state of the surface. If it were ten times smaller, with everything else fixed, the kinetic term at 1 Hz would rise from 0.014 to 0.14. At 1 mM migration is minor: silver ions carry the fraction $z^2F^2c_0D/(RT\kappa)=6\times10^{-4}$ of the current in the bulk solution. For the diffusion wave, a surface counts as flat if its roughness is much smaller than $\ell$, which is 23 µm at 1 Hz but 2.3 µm at 100 Hz. Finer roughness still enlarges the true area, which lowers $R_{ct}$ and raises $C$ per flat area. With twice the true area, the ratio at 1 Hz without $R_u$ would be 1.007 instead of 0.993.
